# Power delivered by an oscillating tunnel junction to a load: test program

```python
# Microwave power from an oscillating tunnel junction into a load.
# Result under test: a junction R(t) = R0 + r*cos(w t) fed by a constant
# current I through a bias tee delivers, to leading order in r/(R0+RL),
#     P = RL*(I*r)**2 / (2*(R0+RL)**2)
# to a load RL. The circuit without the source approximation has load
# current harmonics 2*I*q**n, q = (S0 - sqrt(S0**2 - r**2))/r, S0 = R0+RL.
# All amplitudes are peak values; all powers are time averages.
import numpy as np
from scipy.constants import e, k, epsilon_0
from scipy.optimize import brentq, minimize_scalar

R0, r, RL, I = 200.0, 50.0, 50.0, 1e-3      # ohm, ohm, ohm, A


def source_power(load, series=R0, swing=r):
    """Leading-order load power of the voltage-source picture."""
    return load * (I * swing)**2 / (2 * (series + load)**2)


def simulate_bias_tee(reactance=2.0, periods=300, steps=64):
    """Integrate the blocking-capacitor voltage (RK4) to steady state.
    reactance = 1/(w*C_block) in ohm; returns the last period."""
    h = 2 * np.pi / steps

    def load_current(phase, vc):
        res = R0 + r * np.cos(phase)
        return (res * I - vc) / (res + RL)

    vc = R0 * I
    currents, cap_voltages, phases = [], [], []
    for n in range(periods * steps):
        ph = n * h
        if n >= (periods - 1) * steps:
            currents.append(load_current(ph, vc))
            cap_voltages.append(vc)
            phases.append(ph)
        k1 = reactance * load_current(ph, vc)
        k2 = reactance * load_current(ph + h / 2, vc + h * k1 / 2)
        k3 = reactance * load_current(ph + h / 2, vc + h * k2 / 2)
        k4 = reactance * load_current(ph + h, vc + h * k3)
        vc += h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return np.array(phases), np.array(currents), np.array(cap_voltages)


def harmonic(phases, signal, n):
    return abs(2 * np.mean(signal * np.exp(-1j * n * phases)))


# --- source picture -------------------------------------------------------
emf = I * r
i1_lead = emf / (R0 + RL)
P_lead = source_power(RL)
phase = 2 * np.pi * np.arange(256) / 256
P_average = np.mean(RL * (i1_lead * np.cos(phase))**2)
assert abs(P_average / P_lead - 1) < 1e-12
assert abs(P_lead - 1e-6) < 1e-15

# matching: numerical maximum over the load against the closed forms
best = minimize_scalar(lambda x: -source_power(x) * 1e6,
                       bounds=(10, 2000), method="bounded")
P_available = emf**2 / (8 * R0)
reflection = (R0 - RL) / (R0 + RL)
mismatch = 1 - reflection**2
assert abs(best.x / R0 - 1) < 1e-3
assert abs(-best.fun * 1e-6 / P_available - 1) < 1e-6
assert abs(P_available * mismatch / P_average - 1) < 1e-12

# --- circuit with the mixing term kept -----------------------------------
S0 = R0 + RL
root = np.sqrt(S0**2 - r**2)
q = (S0 - root) / r
i1, i2 = 2 * I * q, 2 * I * q**2
P1, P2 = RL * i1**2 / 2, RL * i2**2 / 2
P_total = 2 * RL * I**2 * q**2 / (1 - q**2)
Vdc = I * (root - RL)

ph_sim, i_sim, vc_sim = simulate_bias_tee()
P1_sim = RL * harmonic(ph_sim, i_sim, 1)**2 / 2
P2_sim = RL * harmonic(ph_sim, i_sim, 2)**2 / 2
P_total_sim = RL * np.mean(i_sim**2)
# tolerances cover the finite reactance of the blocking capacitor
assert abs(P1_sim / P1 - 1) < 5e-4
assert abs(P2_sim / P2 - 1) < 2e-3
assert abs(P_total_sim / P_total - 1) < 5e-4
assert abs(np.mean(vc_sim) / Vdc - 1) < 1e-4
assert 0.01 < P1_sim / P_lead - 1 < 0.03     # the excess is real

# energy balance on the simulated waveform
R_sim = R0 + r * np.cos(ph_sim)
heat_sim = np.mean(R_sim * (I - i_sim)**2)
supply_sim = I * np.mean(R_sim * (I - i_sim))
assert abs(supply_sim - heat_sim - P_total_sim) < 1e-4 * P_total_sim

# first correction r^2/(2 S0^2), from a waveform with a small swing
small = 5.0
R_small = R0 + small * np.cos(phase)
V_small = I * np.mean(R_small / (R_small + RL)) / np.mean(1 / (R_small + RL))
i_small = (R_small * I - V_small) / (R_small + RL)
P_small = RL * harmonic(phase, i_small, 1)**2 / 2
excess = P_small / source_power(RL, swing=small) - 1
assert abs(excess / (small**2 / (2 * S0**2)) - 1) < 1e-2

# --- rough device values, CoFeB/MgO nanopillar ---------------------------
diameter, barrier = 100e-9, 1.0e-9          # m
frequency, C_pad = 5e9, 0.1e-12             # Hz, F
eps_MgO, E_break = 9.8, 10.0                # relative, MV/cm
temperature, band = 300.0, 100e6            # K, Hz
R_par, V_half = 150.0, 0.5                  # ohm, V
area = np.pi * diameter**2 / 4
C_barrier = eps_MgO * epsilon_0 * area / barrier
V_peak = np.max(R_sim * (I - i_sim))
field = V_peak / barrier / 1e8              # MV/cm

# pad capacitance across the load: mesh equations against the formula
w = 2 * np.pi * frequency
Zc = 1 / (1j * w * C_pad)
mesh = np.array([[R0 + Zc, -Zc], [-Zc, RL + Zc]])
i_load = np.linalg.solve(mesh, np.array([emf, 0]))[1]
P_pad = RL * abs(i_load)**2 / 2
R_parallel = R0 * RL / (R0 + RL)
pad_factor = 1 / (1 + (w * C_pad * R_parallel)**2)
assert abs(P_pad / (P_lead * pad_factor) - 1) < 1e-10

# bias-dependent magnetoresistance: R(V) = R_par + D/(1 + V^2/V_half^2)
V_op = I * R0
D_zero = (R0 - R_par) * (1 + (V_op / V_half)**2)


def junction_voltage(current, D):
    return brentq(lambda v: v - current * (R_par + D / (1 + (v / V_half)**2)),
                  0, 2, xtol=1e-15, rtol=1e-14)


slope = -D_zero * 2 * V_op / V_half**2 / (1 + (V_op / V_half)**2)**2
R_diff = R0 / (1 - I * slope)
dI = 1e-6
R_diff_num = (junction_voltage(I + dI, D_zero)
              - junction_voltage(I - dI, D_zero)) / (2 * dI)
assert abs(R_diff_num / R_diff - 1) < 1e-5
# a small change of the magnetic state, open and loaded
D_new = D_zero + 0.01
V_open = junction_voltage(I, D_new) - V_op
i_loaded = brentq(lambda x: junction_voltage(I - x, D_new) - V_op - RL * x,
                  -1e-5, 1e-5, xtol=1e-17)
assert abs(i_loaded * (R_diff + RL) / V_open - 1) < 1e-3
P_diff = source_power(RL, series=R_diff)
ratio_operating = 2 * r / R_par
ratio_zero_bias = 2 * D_zero / R_par


# tunnel noise delivered to the load
def noise_power(voltage):
    current = voltage / R0
    density = 2 * e * current / np.tanh(e * voltage / (2 * k * temperature))
    return density * band * (R0 / (R0 + RL))**2 * RL


johnson = 4 * k * temperature * R0 * band * RL / (R0 + RL)**2
assert abs(noise_power(1e-6) / johnson - 1) < 1e-6
P_noise = noise_power(V_op)
assert P_noise < 1e-4 * P_lead
assert field < E_break

# --- printed numbers ------------------------------------------------------
print(f"mean resistance R0 = {R0:.0f} ohm")
print(f"resistance amplitude r = {r:.0f} ohm")
print(f"load RL = {RL:.0f} ohm")
print(f"direct current I = {I*1e3:.1f} mA")
print(f"source voltage amplitude = {emf*1e3:.1f} mV")
print(f"load current amplitude = {i1_lead*1e3:.3f} mA")
print(f"load voltage amplitude = {i1_lead*RL*1e3:.2f} mV")
print(f"load power, source picture = {P_lead*1e6:.4f} uW")
print(f"same power = {10*np.log10(P_lead/1e-3):.2f} dBm")
print(f"available power = {P_available*1e6:.4f} uW")
print(f"best load found numerically = {best.x:.1f} ohm")
print(f"reflection coefficient size = {abs(reflection):.2f}")
print(f"mismatch factor = {mismatch:.2f}")
print(f"sqrt(S0^2 - r^2) = {root:.3f} ohm")
print(f"q = {q:.5f}")
print(f"fundamental current, mixing kept = {i1*1e3:.5f} mA")
print(f"fundamental power, mixing kept = {P1*1e6:.4f} uW")
print(f"fundamental power, simulated = {P1_sim*1e6:.4f} uW")
print(f"second-harmonic power = {P2*1e6:.4f} uW")
print(f"total load power, mixing kept = {P_total*1e6:.4f} uW")
print(f"first correction r^2/(2 S0^2) = {100*r**2/(2*S0**2):.2f} %")
print(f"mean junction voltage = {Vdc*1e3:.2f} mV")
print(f"direct power supplied = {I*Vdc*1e6:.2f} uW")
print(f"junction heat = {(I*Vdc-P_total)*1e6:.2f} uW")
print(f"load power / supplied power = {100*P_total/(I*Vdc):.2f} %")
print(f"alternating/direct current = {100*i1_lead/I:.1f} %")
print(f"pillar diameter (rough) = {diameter*1e9:.0f} nm")
print(f"barrier thickness (rough) = {barrier*1e9:.1f} nm")
print(f"resistance-area product = {R0*area*1e12:.2f} ohm um2")
print(f"current density = {I/area/1e10:.1f} MA/cm2")
print(f"peak junction voltage = {V_peak*1e3:.1f} mV")
print(f"peak barrier field = {field:.2f} MV/cm")
print(f"breakdown field (rough) = {E_break:.0f} MV/cm")
print(f"frequency (rough) = {frequency/1e9:.1f} GHz")
print(f"barrier capacitance = {C_barrier*1e15:.2f} fF")
print(f"pad capacitance (rough) = {C_pad*1e15:.0f} fF")
print(f"R0 and RL in parallel = {R_parallel:.1f} ohm")
print(f"power change from pad = {100*(pad_factor-1):.2f} %")
print(f"parallel-state resistance (chosen) = {R_par:.0f} ohm")
print(f"half-value voltage (rough) = {V_half:.1f} V")
print(f"needed TMR at operating bias = {100*ratio_operating:.0f} %")
print(f"implied TMR at zero bias = {100*ratio_zero_bias:.0f} %")
print(f"slope dR/dV = {slope:.1f} ohm/V")
print(f"differential resistance = {R_diff:.1f} ohm")
print(f"load power with dV/dI = {P_diff*1e6:.3f} uW")
print(f"power change from dV/dI = {100*(P_diff/P_lead-1):.1f} %")
print(f"temperature = {temperature:.0f} K")
print(f"noise bandwidth = {band/1e6:.0f} MHz")
print(f"noise power in load = {P_noise*1e12:.2f} pW")
print("all tests passed")
```

Running it gives:

```
mean resistance R0 = 200 ohm
resistance amplitude r = 50 ohm
load RL = 50 ohm
direct current I = 1.0 mA
source voltage amplitude = 50.0 mV
load current amplitude = 0.200 mA
load voltage amplitude = 10.00 mV
load power, source picture = 1.0000 uW
same power = -30.00 dBm
available power = 1.5625 uW
best load found numerically = 200.0 ohm
reflection coefficient size = 0.60
mismatch factor = 0.64
sqrt(S0^2 - r^2) = 244.949 ohm
q = 0.10102
fundamental current, mixing kept = 0.20204 mA
fundamental power, mixing kept = 1.0205 uW
fundamental power, simulated = 1.0204 uW
second-harmonic power = 0.0104 uW
total load power, mixing kept = 1.0310 uW
first correction r^2/(2 S0^2) = 2.00 %
mean junction voltage = 194.95 mV
direct power supplied = 194.95 uW
junction heat = 193.92 uW
load power / supplied power = 0.53 %
alternating/direct current = 20.0 %
pillar diameter (rough) = 100 nm
barrier thickness (rough) = 1.0 nm
resistance-area product = 1.57 ohm um2
current density = 12.7 MA/cm2
peak junction voltage = 204.1 mV
peak barrier field = 2.04 MV/cm
breakdown field (rough) = 10 MV/cm
frequency (rough) = 5.0 GHz
barrier capacitance = 0.68 fF
pad capacitance (rough) = 100 fF
R0 and RL in parallel = 40.0 ohm
power change from pad = -1.55 %
parallel-state resistance (chosen) = 150 ohm
half-value voltage (rough) = 0.5 V
needed TMR at operating bias = 67 %
implied TMR at zero bias = 77 %
slope dR/dV = -69.0 ohm/V
differential resistance = 187.1 ohm
load power with dV/dI = 1.112 uW
power change from dV/dI = 11.2 %
temperature = 300 K
noise bandwidth = 100 MHz
noise power in load = 1.03 pW
all tests passed
```
